# Hall and Longitudinal Lorenz Ratios with Separate Charge and Heat Relaxation Times, part 2

How is the Hall Lorenz ratio of a metal related to the longitudinal one when charge and heat currents relax at different rates? Carriers of charge \(q=\pm e\), mass \(m\) and density \(n\) occupy one isotropic parabolic band, with \(\mathbf B=B\hat{\mathbf z}\), \(\omega=qB/m\) and SI formulas. Let \(x=(\varepsilon-\mu)/k_BT\), \(f_0=1/(e^x+1)\), and let \(\langle a\rangle\) be the integral of \(a\) over \(x\) with weight \(w=1/[4\cosh^2(x/2)]\), so \(\langle1\rangle=1\), \(\langle x\rangle=0\), \(\langle x^2\rangle=\pi^2/3\).

The deviation from \(f_0\) is \((-\partial f_0/\partial\varepsilon)\,\mathbf v\cdot\mathbf g(x)\), where \(\mathbf v\) is the velocity. The collision operator \(\Lambda\) acts on \(\mathbf g\). With \(g=g_x+ig_y\), and likewise for other vectors,

\[
(\Lambda+i\omega)g=F,\qquad F=q\mathcal E+k_Bx(-\nabla T),
\]
\[
j=\frac{qn}{m}\langle g\rangle,\qquad j_Q=\frac{nk_BT}{m}\langle xg\rangle .
\]

Here \(\boldsymbol{\mathcal E}=\mathbf E-\nabla\mu/q\). The currents replace \(Nv^2/3\propto\varepsilon^{3/2}\), with \(N\) the density of states, by its Fermi-surface value \(n/m\).

The conductivities are \(\sigma\), at uniform temperature, and \(\kappa\), for carriers alone at \(\mathbf j=0\); \(\sigma_{xy}=-\sigma_{yx}\) and \(\kappa_{xy}=-\kappa_{yx}\). The Lorenz ratios are

\[
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2,\qquad
r=\frac{\kappa_{xx}}{\sigma_{xx}TL_0},\qquad
L_H=\frac{\kappa_{xy}}{\sigma_{xy}TL_0}.
\]

Assumption **A3** says that \(1\) and \(x\) are eigenfunctions of \(\Lambda\):

\[
\Lambda 1=\frac{1}{\tau_e},\qquad \Lambda x=\frac{x}{\tau_h}.
\]

For degenerate carriers it gives the two-time formulas \(\sigma_{xy}=\omega\tau_e\,\sigma_{xx}\), \(\kappa_{xy}=\omega\tau_h\,\kappa_{xx}\) and

\[
r=\frac{\tau_h}{\tau_e}\,\frac{1+\omega^2\tau_e^2}{1+\omega^2\tau_h^2},\qquad
L_H=\frac{\tau_h}{\tau_e}\,r .
\]

In a weak field \(\sigma_{xx}=nq^2\tau_e/m\), \(r=\tau_h/\tau_e\), and the square law \(L_H=r^2\) holds.

Now let impurities relax every profile at the rate \(1/\tau_0\), and momentum-conserving collisions relax it towards a common drift at the rate \(1/\tau_c\):

\[
\Lambda g=\frac{g}{\tau_0}+\frac{g-\langle g\rangle}{\tau_c}.
\]

Acting on the two profiles, this operator gives

\[
\Lambda1=\frac1{\tau_0},\qquad
\Lambda x=\left(\frac1{\tau_0}+\frac1{\tau_c}\right)x .
\]

**Proposition 1.** For this operator A3 holds, with \(\tau_e=\tau_0\) and \(1/\tau_h=1/\tau_0+1/\tau_c\). If \(\langle\cdot\rangle\) is replaced by the average \(\langle\cdot\rangle_t\) with normalized weight proportional to \(w(1+tx)^{3/2}\), where \(t=k_BT/\mu\), then in a weak field

\[
L_H=\frac{r^2}{c},\qquad
c=\frac{3}{\pi^2}\left(\langle x^2\rangle_t-\langle x\rangle_t^2\right).
\]

**Proof.** The first statement has just been shown. For the second, the factor \((1+tx)^{3/2}\) restores the energy dependence \(\varepsilon^{3/2}\) of \(Nv^2/3\). Write \(x=\bar x+\delta\) with \(\bar x=\langle x\rangle_t\), so that \(\langle\delta\rangle_t=0\) and \(\Lambda\delta=\delta/\tau_h\). The force becomes

\[
F=\left[q\mathcal E+k_B\bar x(-\nabla T)\right]+k_B\delta(-\nabla T).
\]

The bracket does not depend on energy and drives all of the charge current. Zero current requires the bracket to vanish, which fixes the thermoelectric field. The remaining profile is proportional to \(\delta\). Since \(\langle x\delta\rangle_t=\langle\delta^2\rangle_t\), the factor \(\pi^2/3\) in both \(\kappa_{xx}\) and \(\kappa_{xy}\) is replaced by \(\langle\delta^2\rangle_t=c\,\pi^2/3\). The common prefactor of the currents cancels in the ratios. So \(r=c\,\tau_h/\tau_e\) and \(L_H=c(\tau_h/\tau_e)^2=r^2/c\). ∎

For small \(t\), expand \((1+tx)^{3/2}=1+\tfrac32tx+\tfrac38t^2x^2+\dots\) and write \(m_2=\langle x^2\rangle\), \(m_4=\langle x^4\rangle\). The mean is \(\tfrac32tm_2\) and the normalization is \(1+\tfrac38t^2m_2\). The variance is therefore

\[
m_2+\tfrac38t^2(m_4-m_2^2)-\tfrac94t^2m_2^2
=m_2+t^2\left(\tfrac38m_4-\tfrac{21}{8}m_2^2\right).
\]

The method that gave \(m_2\) also gives \(m_4=8\int_0^\infty x^3dx/(e^x+1)=7\pi^4/15\). With \(m_2^2=\pi^4/9\), the last bracket equals \(-7\pi^4/60\), and

\[
c=1-\frac{7\pi^2}{20}t^2+\dots
\]

This result was tested by solving the kinetic equation on a grid of energies and directions, without assuming the form \(\mathbf v\cdot\mathbf g\). For \(\tau_h/\tau_e=0.6\), \(t=0.03\) and \(\omega\tau_e=0.001\), the solution gave \(r=0.598150\) and \(L_H=0.358890\). Their ratio \(L_H/r^2=1.003093\) agrees with \(1/c=1.003093\).

### Proposition 2: a general isotropic operator

Real collisions need not have \(1\) and \(x\) as eigenfunctions. Let \(\langle a|b\rangle=\langle ab\rangle\) for real profiles. Assume that \(\Lambda\) is symmetric and positive in this product, has a bounded inverse, and keeps even and odd functions of \(x\) separate. Define

\[
\tau_e=\langle1|\Lambda^{-1}|1\rangle,\qquad
\tau_h=\frac{3}{\pi^2}\langle x|\Lambda^{-1}|x\rangle,
\]
\[
s_e=\frac{\langle1|\Lambda^{-2}|1\rangle}{\tau_e^2},\qquad
s_h=\frac{3}{\pi^2}\,\frac{\langle x|\Lambda^{-2}|x\rangle}{\tau_h^2}.
\]

**Proposition 2.** In a weak field and at leading order in \(k_BT/\mu\),

\[
r=\frac{\tau_h}{\tau_e},\qquad L_H=r^2\,\frac{s_h}{s_e},\qquad s_e\ge1,\quad s_h\ge1 .
\]

**Proof.** To first order in \(\omega\), \((\Lambda+i\omega)^{-1}=\Lambda^{-1}-i\omega\Lambda^{-2}\), because multiplying by \(\Lambda+i\omega\) gives \(1+\omega^2\Lambda^{-2}\). The separation of even and odd functions removes thermoelectric mixing. The real parts give \(\sigma_{xx}=(nq^2/m)\tau_e\) and \(\kappa_{xx}=(\pi^2/3)(nk_B^2T/m)\tau_h\). The imaginary parts, with \(\sigma_{xy}=-\sigma_{yx}\), give

\[
\sigma_{xy}=\frac{nq^2}{m}\,\omega s_e\tau_e^2,\qquad
\kappa_{xy}=\frac{\pi^2}{3}\frac{nk_B^2T}{m}\,\omega s_h\tau_h^2 .
\]

Division gives the stated ratios. For a normalized profile \(a\), the Cauchy–Schwarz inequality gives \(\langle a|\Lambda^{-1}a\rangle^2\le\langle\Lambda^{-1}a|\Lambda^{-1}a\rangle=\langle a|\Lambda^{-2}|a\rangle\). The choices \(a=1\) and \(a=\sqrt3\,x/\pi\) give the two bounds. ∎

Equality holds when \(\Lambda^{-1}a\) is proportional to \(a\), that is, when \(a\) is an eigenfunction. Thus \(s-1\) measures the relative variance of the relaxation times that a current samples. The square law requires \(s_h=s_e\), and A3 secures this by making both equal to one.

**Several groups of carriers.** The same reasoning applies to separate groups of equal mass and charge. Let two equal groups share one \(\tau_e\) but have heat times \(0.8\tau_h\) and \(1.2\tau_h\). Then

\[
\frac{L_H}{r^2}=\frac{(0.8^2+1.2^2)/2}{1^2}=1.04 .
\]

If electrons and holes coexist, the failure can be complete. With equal masses, densities and charge times, their contributions to \(\sigma_{xy}\) cancel because \(\omega\) has opposite signs. Their contributions to \(\kappa_{xy}\) do not cancel if their heat times differ, and \(L_H\) then diverges while \(r\) stays finite.

### Phonons: why heat relaxes faster

Consider scattering by equilibrium phonons. Let \(P\) be the equilibrium flux from a state \(\mathbf k\) to a state \(\mathbf k'\), which detailed balance makes equal to the reverse flux. Write \(f=f_0+f_0(1-f_0)\psi\), with \(\psi=\mathbf v\cdot\mathbf g/k_BT\). To first order, the outgoing flux changes by \(P[(1-f_0)\psi-f_0'\psi']\) and the incoming flux by \(P[(1-f_0')\psi'-f_0\psi]\), where primes mark the state \(\mathbf k'\). The net loss is the difference, \(P(\psi-\psi')\).

Averaging \(\mathbf v'\) around the direction of \(\mathbf v\) leaves \(\cos\theta\,\mathbf v\), where \(\theta\) is the scattering angle. Since \(f_0(1-f_0)=w\),

\[
w\Lambda g(x)=\int K(x,x')\left[g(x)-\cos\theta\,g(x')\right]dx'+\frac{w\,g(x)}{\tau_{\rm imp}},
\]

where \(K\) is the flux per unit \(x'\) and \(\tau_{\rm imp}\) is the impurity time. Multiply the phonon part by \(g(x)\), integrate, and use the symmetry of \(K\):

\[
\langle g|\Lambda_{\rm ph}|g\rangle
=\iint K(1-\cos\theta)\,g^2+\frac12\iint K\cos\theta\,(g-g')^2 .
\]

For \(g=1\) the second term vanishes, so charge relaxes by deflection. For \(g=x\) it contains the squared energy exchange \((x-x')^2\), so collisions that barely deflect a carrier can still relax heat. In a test at 80 K with \(\tau_{\rm imp}=5\) ps and the phonon model below, the deflection was set to zero and the energy exchange was kept. Then \(\tau_e\) stayed at 5.00 ps, while \(\tau_h\) was 0.094 ps.

The model has Debye phonons and normal scattering. The rate of phonon events in a frequency interval \(d\Omega\), before the occupation factors, is \(2\pi\lambda(\Omega/\Omega_D)^2d\Omega\) up to the Debye frequency \(\Omega_D\), with a dimensionless coupling \(\lambda\). Let \(u=x'-x\) and \(y_D=\Theta_D/T\), where \(\Theta_D\) is the Debye temperature. Absorption (\(u>0\)) carries the factor \(1/(e^u-1)\), and emission (\(u<0\)) the factor \(1+1/(e^{|u|}-1)=1/(1-e^{-|u|})\). In both cases

\[
\frac{f_0(x)[1-f_0(x')]}{|e^u-1|}
=\frac{e^{u/2}}{4\cosh\frac x2\cosh\frac{x'}2}\cdot\frac{e^{-u/2}}{2\sinh\frac{|u|}2},
\]

and therefore, for \(|u|<y_D\),

\[
K=\frac{2\pi k_BT\lambda}{\hbar}\left(\frac{u}{y_D}\right)^2
\frac{1}{8\cosh\frac x2\cosh\frac{x'}2\sinh\frac{|u|}2}.
\]

This kernel is symmetric, and unchanged when \(x\) and \(x'\) both change sign, as Proposition 2 requires. On the Fermi sphere a phonon of wavevector \(Q\) gives \(Q^2=2k_F^2(1-\cos\theta)\), so \(1-\cos\theta=b(u/y_D)^2\) with \(b=Q_D^2/2k_F^2\). One atom per carrier means \(Q_D^3=6\pi^2n=2k_F^3\), hence \(b=2^{2/3}/2=0.794\).

The temperature dependence of the mean phonon rates can now be read off. When \(T\ll\Theta_D\), the integrals converge at \(|u|\) of order one. The deflection term for charge scales as \(T/y_D^4\propto T^5\), and the energy-exchange term for heat as \(T/y_D^2\propto T^3\).

### Worked example: a pure monovalent metal near 80 K

The parameters define a simple model of a pure monovalent metal near liquid-nitrogen temperature: \(n=8\times10^{22}\) cm\(^{-3}\), the free-electron mass, \(\Theta_D=300\) K, \(\lambda=0.3\), \(\tau_{\rm imp}=5\) ps, \(T=80\) K and \(B=0.5\) T. The coupling is about twice that of the noble metals; it gives a resistivity of realistic size in a model without large-angle umklapp scattering. Solving \(\Lambda g=1\) and \(\Lambda g=x\) on an energy grid gives

\[
\tau_e=0.2578\ {\rm ps},\qquad \tau_h=0.0809\ {\rm ps},\qquad
r=\frac{0.0809}{0.2578}=0.314 .
\]

Halving the grid step changes \(r\) by \(-5\times10^{-6}\). For electrons \(\omega=-eB/m=-8.79\times10^{10}\) rad/s, so \(\omega\tau_e=-0.0227\) and \(\omega\tau_h=-0.0071\), and the field is weak. The two-time formulas give

\[
\sigma_{xx}=\frac{ne^2\tau_e}{m}=5.81\times10^8\ {\rm S/m},
\]
\[
\kappa_{xx}=r\,\sigma_{xx}TL_0=0.3138\,(5.811\times10^8)(80)(2.443\times10^{-8})
=356\ {\rm W/(K\,m)},
\]
\[
\sigma_{xy}=\omega\tau_e\sigma_{xx}=-1.32\times10^7\ {\rm S/m},\qquad
\kappa_{xy}=\omega\tau_h\kappa_{xx}=-2.53\ {\rm W/(K\,m)} .
\]

The resistivity \(1/\sigma_{xx}\) is 0.172 µΩ cm. The predicted Hall ratio is \(r^2=0.0984\). The full operator, for which \(1\) and \(x\) are not eigenfunctions, has \(s_e=1.015\) and \(s_h=1.037\), and gives \(L_H=0.1006\). The square law is 2% too low relative to this value, although the Wiedemann–Franz law itself fails by a factor of three.

At other temperatures, with the remaining parameters fixed, the weak-field limit gives:

| \(T\) (K) | \(r\) | \(L_H\) | \(L_H/r^2\) |
|---:|---:|---:|---:|
| 10 | 0.704 | 0.513 | 1.036 |
| 20 | 0.283 | 0.092 | 1.146 |
| 40 | 0.159 | 0.0295 | 1.169 |
| 80 | 0.314 | 0.101 | 1.021 |
| 150 | 0.609 | 0.3685 | 0.995 |
| 300 | 0.863 | 0.744 | 0.999 |

Among the listed temperatures the correction is largest at 40 K, where it is 17%, and it has the opposite sign at 150 K, so \(r^2\) is not a bound on \(L_H\). At the lowest temperatures in the table a field of 0.5 T would no longer be very weak: \(\tau_e\) can approach 5 ps, for which \(|\omega|\tau_e=0.44\).

### The neglected effects and the real case

At 80 K and 0.5 T the finite-field factor in \(L_H\) differs from one by \(5\times10^{-4}\). With \(k_BT/E_F=1.0\times10^{-3}\), where \(E_F=6.77\) eV is the Fermi energy, the degeneracy correction of Proposition 1 is \(4\times10^{-6}\). Landau quantization is weak because \(\hbar|\omega|/k_BT=0.008\).

Lattice heat matters more. Suppose the lattice adds 10 W/(K m) to \(\kappa_{xx}\) and nothing to \(\kappa_{xy}\). The apparent longitudinal ratio rises to 0.323 and its square to 0.104, which is 6% above the electronic \(r^2\). Conversely, \(\sqrt{L_H}\) estimates the electronic \(r\) without subtracting lattice heat, provided that the lattice has no thermal Hall response, one type of carrier dominates, the field is weak and \(s_h\simeq s_e\). In this example \(\sqrt{0.1006}=0.317\), which is 1% above \(r=0.314\).

Pure noble metals near 80 K have resistivities of roughly 0.2 to 0.5 µΩ cm and thermal conductivities of several hundred W/(K m), and the model is of similar size, with a slightly lower resistivity. Their longitudinal Lorenz ratio is larger, roughly 0.6 to 0.8, so the model value 0.31 is low. The model omits umklapp scattering, which can deflect carriers through large angles, and makes up for it with a large coupling, which also strengthens the energy exchange. A smaller coupling with more deflection per collision would raise \(r\) at a similar resistivity; whether this accounts for the whole difference in a real metal was not tested. If \(r\) were 0.6 and the square law still held, \(L_H\) would be 0.36 instead of 0.10. The anisotropy of a real Fermi surface adds a spread of times, which can change \(L_H/r^2\) as in the example of two groups; its size was not calculated here. The model also assumes that the phonons lose their momentum quickly. If they do not, they return it to the carriers, and this phonon drag lies outside both propositions. The numerical output below lists the values to more digits.

## Values computed for the example and the checks

```
L0 = 2.4430e-08 W Ohm/K^2
Grid test: tau_h/tau_e = 0.6000, kB T/mu = 0.030
Grid test: r = 0.598150, L_H = 0.358890
Grid test: variance factor c = 0.996916
Grid test: L_H/r^2 = 1.003093, 1/c = 1.003093
Carrier density = 8.00e+22 cm^-3
Effective mass = 1.0 electron masses
Debye temperature = 300 K, coupling = 0.30
Impurity time = 5.00 ps
Temperature = 80 K, field = 0.50 T
Fermi energy = 6.770 eV
1-cos(angle) at Debye wavevector = 0.7937
Mean phonon charge rate, operator = 3.9246 1/ps
Mean phonon charge rate, integral = 3.9244 1/ps
r at 1500 K without impurities = 0.9937
No deflection: tau_e = 5.0000 ps, tau_h = 0.0939 ps
tau_e = 0.2578 ps, tau_h = 0.0809 ps
omega = -8.7941e+10 rad/s
omega tau_e = -0.02267, omega tau_h = -0.00711
sigma_xx = 5.8113e+08 S/m
Resistivity 1/sigma_xx = 0.1721 microOhm cm
kappa_xx = 356.36 W/(K m)
sigma_xy = -1.3174e+07 S/m
kappa_xy = -2.5348 W/(K m)
Longitudinal ratio r = 0.3138
Two-time Hall ratio = 0.0984, r^2 = 0.0984
Full-operator weak-field L_H = 0.1006
Spreads: s_e = 1.0148, s_h = 1.0365
L_H/r^2 for the full operator = 1.0214
Grid halved: shift of r = -5.1e-06, of L_H = -3.9e-06
Full-operator L_H at the example field = 0.10060
Two-time finite-field factor - 1 = 4.63e-04
kB T/E_F = 1.02e-03, 1/c - 1 = 3.58e-06
hbar|omega|/(kB T) = 0.0084
Two groups, tau_h +-20 percent: L_H/r^2 = 1.0400
Assumed lattice conductivity = 10.0 W/(K m)
Apparent r with lattice heat = 0.3226
Apparent r^2 with lattice heat = 0.1041
Sweep, weak field: T (K), r, r^2, L_H, L_H/r^2
   10 0.7037 0.4952 0.5128 1.0356
   20 0.2833 0.0803 0.0920 1.1463
   40 0.1588 0.0252 0.0295 1.1690
   80 0.3138 0.0984 0.1006 1.0214
  150 0.6086 0.3704 0.3685 0.9949
  300 0.8632 0.7451 0.7441 0.9988
```
